# Singlet-triplet gap of two coupled dangling bonds: a numerical check

```python
"""Singlet-triplet gap of two coupled dangling orbitals holding two electrons.

Result under test: J = E_triplet - E_singlet = (sqrt(U^2 + 16 t^2) - U) / 2,
which tends to 4 t^2 / U when U is much larger than t.
t: hopping, U: on-site repulsion, V: intersite repulsion, K: direct exchange,
offset: difference of the two site energies. Energies in eV, lengths in nm.
The reference side is diagonalization in the full 16-state Fock space.
"""
from functools import reduce
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.spatial import cKDTree

# Fermion operators; mode = 2 * site + spin (spin 0 is up, 1 is down).
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
c = [reduce(np.kron, [parity] * m + [lower] + [np.eye(2)] * (3 - m))
     for m in range(4)]
for i, j in itertools.product(range(4), repeat=2):
    assert np.allclose(c[i] @ c[j].T + c[j].T @ c[i], (i == j) * np.eye(16))

number = sum(a.T @ a for a in c)
electrons = np.rint(np.diag(number)).astype(int)
s_plus = [c[2 * i].T @ c[2 * i + 1] for i in range(2)]
s_z = [(c[2 * i].T @ c[2 * i] - c[2 * i + 1].T @ c[2 * i + 1]) / 2
       for i in range(2)]
total_plus, total_z = sum(s_plus), sum(s_z)
spin_squared = total_plus.T @ total_plus + total_z @ total_z + total_z
spin_dot = (s_plus[0] @ s_plus[1].T + s_plus[0].T @ s_plus[1]) / 2 \
    + s_z[0] @ s_z[1]
double_occ = sum(c[2 * i].T @ c[2 * i] @ c[2 * i + 1].T @ c[2 * i + 1]
                 for i in range(2))


def hamiltonian(t, U, V=0.0, K=0.0, offset=0.0):
    """Second-quantized H from one- and two-electron integrals."""
    one = np.array([[offset / 2, -t], [-t, -offset / 2]])
    two = np.zeros((2, 2, 2, 2))            # two[p,q,r,s] = (pq|rs)
    two[0, 0, 0, 0] = two[1, 1, 1, 1] = U
    two[0, 0, 1, 1] = two[1, 1, 0, 0] = V
    for p, r in itertools.product(range(2), repeat=2):
        two[p, 1 - p, r, 1 - r] = K
    h = np.zeros((16, 16))
    for p, q, s in itertools.product(range(2), repeat=3):
        h += one[p, q] * c[2 * p + s].T @ c[2 * q + s]
    for p, q, r, u in itertools.product(range(2), repeat=4):
        if two[p, q, r, u] == 0:
            continue
        for s, v in itertools.product(range(2), repeat=2):
            h += 0.5 * two[p, q, r, u] * (
                c[2 * p + s].T @ c[2 * r + v].T
                @ c[2 * u + v] @ c[2 * q + s])
    return h


def sector(operator, n):
    index = np.flatnonzero(electrons == n)
    return operator[np.ix_(index, index)]


def numerical_gap(*args, **kwargs):
    """Lowest triplet minus lowest singlet; a penalty selects the spin."""
    h, s2 = sector(hamiltonian(*args, **kwargs), 2), sector(spin_squared, 2)
    singlet = np.linalg.eigvalsh(h + 50 * s2)[0]
    triplet = np.linalg.eigvalsh(h + 50 * (2 * np.eye(6) - s2))[0]
    return triplet - singlet


def gap(t, U):
    return (np.sqrt(U**2 + 16 * t**2) - U) / 2


# Closed form, spectrum and ground-state properties over a wide range.
for t, U in [(0.01, 1), (0.1, 1), (-0.3, 1), (1, 1), (2, 0.3), (1, 0)]:
    J = gap(t, U)
    assert abs(numerical_gap(t, U) - J) < 1e-10
    energies, states = np.linalg.eigh(sector(hamiltonian(t, U), 2))
    assert np.allclose(energies, sorted([-J, 0, 0, 0, U, U + J]), atol=1e-10)
    ground = states[:, 0]
    ionic = ground @ sector(double_occ, 2) @ ground
    correlation = ground @ sector(spin_dot, 2) @ ground
    assert abs(ionic - J / (U + 2 * J)) < 1e-9
    assert abs(correlation + 0.75 * (1 - ionic)) < 1e-9
assert abs(numerical_gap(1, 0) - 2) < 1e-10

# Strong repulsion: leading law, its first correction and its exact error.
small = 0.02
J_small = numerical_gap(small, 1)
assert abs(J_small / (4 * small**2) - 1) < 0.002
correction = (4 * small**2 - J_small) / small**4
assert abs(correction - 16) < 0.1           # next order contributes 0.05
for t in (0.05, 0.2, 0.8):
    J = numerical_gap(t, 1)
    assert abs(4 * t**2 / J - 1 - J) < 1e-9
ratio_ten = brentq(lambda x: 4 * x**2 / numerical_gap(x, 1) - 1.1, 0.05, 0.5)
assert abs(ratio_ten - np.sqrt(0.1 * 1.1 / 4)) < 1e-8

# Extensions: intersite repulsion, direct exchange and unequal sites.
for t, U, V, K in [(0.1, 1, 0.3, 0.01), (0.4, 1, 0.5, 0.05)]:
    assert abs(numerical_gap(t, U, V, K) - gap(t, U - V) + 2 * K) < 1e-10
for t, W, D in [(0.05, 1, 0.3), (0.3, 1, 0.5)]:
    J = numerical_gap(t, W, offset=D)
    assert abs(J - 2 * t**2 * (1 / (W + D + J) + 1 / (W - D + J))) < 1e-10


def vibronic_gap(t, vertical, relaxation, quantum, offset=0.0, levels=60):
    """Gap when the ionic singlets displace the relative lattice mode.

    relaxation is the energy gained per charged site, quantum the phonon
    energy. The triplet has no charged sites and keeps an undisplaced mode.
    """
    ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
    r = -np.sqrt(2) * t
    electronic = np.array([[0, r, r], [r, vertical + offset, 0],
                           [r, 0, vertical - offset]])
    h = np.kron(electronic, np.eye(levels))
    h += quantum * np.kron(np.eye(3), np.diag(np.arange(levels)))
    h += np.sqrt(2 * relaxation * quantum) * np.kron(
        np.diag([0, 1, -1]), ladder + ladder.T)
    return -np.linalg.eigvalsh(h)[0]


# Example inputs: rough values for silicon dangling bonds at Si/SiO2.
U, t, distance = 0.6, 0.03, 0.77
relaxation, phonon, disorder = 0.1, 0.05, 0.1
eps_si, eps_oxide = 11.7, 2.1
lateral_field, density = 0.1, 1e12          # MV/cm, cm^-2
k_B = const.value('Boltzmann constant in eV/K')
hbar_fs = const.value('reduced Planck constant in eV s') * 1e15
J = gap(t, U)
leading = 4 * t**2 / U
ionic_weight = J / (U + 2 * J)
assert abs(numerical_gap(t, U) - J) < 1e-10

# Thermal triplet fraction from the trace over all two-electron states.
energies, states = np.linalg.eigh(sector(hamiltonian(t, U), 2))
s2_values = np.diag(states.T @ sector(spin_squared, 2) @ states)
fractions = {}
for temperature in (10, 77, 300):
    weights = np.exp(-(energies - energies[0]) / (k_B * temperature))
    traced = weights @ s2_values / (2 * weights.sum())
    fractions[temperature] = 3 / (3 + np.exp(J / (k_B * temperature)))
    assert abs(traced - fractions[temperature]) < 1e-8

# Charge stability and thermal charging with the Fermi level at mid-window.
levels_by_n = [np.linalg.eigvalsh(sector(hamiltonian(t, U), n))
               for n in range(5)]
window = levels_by_n[3][0] - 2 * levels_by_n[2][0] + levels_by_n[1][0]
assert abs(window - (U - 2 * t + 2 * J)) < 1e-10
partition = np.array([np.exp(-(e - n * U / 2 + U) / (k_B * 300)).sum()
                      for n, e in enumerate(levels_by_n)])
charged = 1 - partition[2] / partition.sum()

# Two charges on the dielectric boundary: Gauss's law checks the mean epsilon.
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9      # eV nm
eps_mean = (eps_si + eps_oxide) / 2


def potential(r):
    return coulomb / (eps_mean * r)


step = 1e-4
field = -(potential(distance + step) - potential(distance - step)) / (2 * step)
flux = sum(quad(lambda a: eps * field * 2 * np.pi * distance**2 * np.sin(a),
                lo, hi)[0]
           for eps, lo, hi in [(eps_si, 0, np.pi / 2),
                               (eps_oxide, np.pi / 2, np.pi)])
assert abs(flux / (4 * np.pi * coulomb) - 1) < 1e-6
V = potential(distance)
J_intersite = numerical_gap(t, U, V)

# Lattice relaxation: bounds, slow- and fast-lattice limits, convergence.
vertical = U + 2 * relaxation
J_lattice = vibronic_gap(t, vertical, relaxation, phonon)
assert gap(t, vertical) < J_lattice < gap(t, U)
slow = vibronic_gap(t, vertical, relaxation, 0.005, levels=120)
fast = vibronic_gap(t, vertical, relaxation, 50.0, levels=20)
assert abs(slow / gap(t, vertical) - 1) < 0.01
assert abs(fast / gap(t, U) - 1) < 0.01
J_combined = vibronic_gap(t, vertical - V, relaxation, phonon, disorder)
more = vibronic_gap(t, vertical - V, relaxation, phonon, disorder, levels=90)
assert abs(J_combined - more) < 1e-9

J_disorder = numerical_gap(t, U, offset=disorder)
field_offset = lateral_field * 0.1 * distance    # 1 MV/cm is 0.1 V/nm
J_field = numerical_gap(t, U, offset=field_offset)
K_closing = J / 2
assert abs(numerical_gap(t, U, K=K_closing)) < 1e-10

# Chance of a neighbour within the chosen distance, checked by random points.
density_nm = density * 1e-14
neighbour = 1 - np.exp(-np.pi * density_nm * distance**2)
side = np.sqrt(100000 / density_nm)
points = np.random.default_rng(7).uniform(0, side, (100000, 2))
nearest = cKDTree(points, boxsize=side).query(points, k=2)[0][:, 1]
assert abs(np.mean(nearest < distance) - neighbour) < 0.003

print(f"Input repulsion U: {U:.2f} eV")
print(f"Input hopping t: {t:.3f} eV")
print(f"Input spacing: {distance:.2f} nm")
print(f"Ratio t/U: {t / U:.3f}")
print(f"Square root sqrt(U^2+16t^2): {np.sqrt(U**2 + 16 * t**2):.6f} eV")
print(f"Gap J, closed form: {J:.6f} eV")
print(f"Gap J, Fock-space diagonalization: {numerical_gap(t, U):.6f} eV")
print(f"Gap as temperature J/k: {J / k_B:.1f} K")
print(f"Strong-repulsion law 4t^2/U: {leading:.6f} eV")
print(f"Overshoot of that law: {100 * (leading / J - 1):.2f} %")
print(f"t/U where overshoot is 10 %: {ratio_ten:.4f}")
print(f"Numerical t^4/U^3 coefficient at t/U=0.02: {correction:.2f}")
print(f"Ionic weight of singlet: {100 * ionic_weight:.3f} %")
print(f"Spin correlation <S1.S2>: {-0.75 * (1 - ionic_weight):.4f}")
for temperature, fraction in fractions.items():
    print(f"Triplet fraction at {temperature} K: {fraction:.3g}")
print("Gap against hopping at the same U:")
for hop in (0.01, 0.03, 0.1, 0.3):
    print(f"  t={hop:.2f} eV: J={numerical_gap(hop, U):.6f} eV, "
          f"4t^2/U={4 * hop**2 / U:.6f} eV")
print(f"Two-electron Fermi-level window: {window:.4f} eV")
print(f"Chance of other charge, mid-window, 300 K: {charged:.2e}")
print(f"Input permittivities Si, oxide (electronic): {eps_si}, {eps_oxide}")
print(f"Mean relative permittivity: {eps_mean:.2f}")
print(f"Intersite repulsion V: {V:.3f} eV")
print(f"Reduced cost U-V: {U - V:.3f} eV")
print(f"Gap with V: {J_intersite:.6f} eV")
print(f"Input relaxation per charged site: {relaxation:.2f} eV")
print(f"Input phonon energy: {phonon:.3f} eV")
print(f"Virtual-hop time hbar/U: {hbar_fs / U:.2f} fs")
print(f"Phonon period: {2 * np.pi * hbar_fs / phonon:.1f} fs")
print(f"Vertical cost U+2*relaxation: {vertical:.2f} eV")
print(f"Gap at rigid vertical cost: {gap(t, vertical):.6f} eV")
print(f"Gap with lattice relaxation: {J_lattice:.6f} eV")
print(f"Input site offset from disorder: {disorder:.2f} eV")
print(f"Gap with site offset: {J_disorder:.6f} eV")
print(f"Input lateral field: {lateral_field:.2f} MV/cm")
print(f"Site offset from lateral field: {field_offset:.4f} eV")
print(f"Gap with lateral field: {J_field:.6f} eV")
print(f"Direct exchange K that closes gap: {K_closing:.6f} eV")
print(f"Gap with V, relaxation and disorder: {J_combined:.6f} eV")
print(f"Combined gap as temperature: {J_combined / k_B:.1f} K")
print(f"Ratio combined gap to model gap: {J_combined / J:.3f}")
print(f"Input defect density: {density:.1e} cm^-2")
print(f"Chance of neighbour within spacing: {100 * neighbour:.2f} %")
print("all assertions hold")
```

Output:

```
Input repulsion U: 0.60 eV
Input hopping t: 0.030 eV
Input spacing: 0.77 nm
Ratio t/U: 0.050
Square root sqrt(U^2+16t^2): 0.611882 eV
Gap J, closed form: 0.005941 eV
Gap J, Fock-space diagonalization: 0.005941 eV
Gap as temperature J/k: 68.9 K
Strong-repulsion law 4t^2/U: 0.006000 eV
Overshoot of that law: 0.99 %
t/U where overshoot is 10 %: 0.1658
Numerical t^4/U^3 coefficient at t/U=0.02: 15.95
Ionic weight of singlet: 0.971 %
Spin correlation <S1.S2>: -0.7427
Triplet fraction at 10 K: 0.00303
Triplet fraction at 77 K: 0.551
Triplet fraction at 300 K: 0.704
Gap against hopping at the same U:
  t=0.01 eV: J=0.000666 eV, 4t^2/U=0.000667 eV
  t=0.03 eV: J=0.005941 eV, 4t^2/U=0.006000 eV
  t=0.10 eV: J=0.060555 eV, 4t^2/U=0.066667 eV
  t=0.30 eV: J=0.370820 eV, 4t^2/U=0.600000 eV
Two-electron Fermi-level window: 0.5519 eV
Chance of other charge, mid-window, 300 K: 3.00e-05
Input permittivities Si, oxide (electronic): 11.7, 2.1
Mean relative permittivity: 6.90
Intersite repulsion V: 0.271 eV
Reduced cost U-V: 0.329 eV
Gap with V: 0.010601 eV
Input relaxation per charged site: 0.10 eV
Input phonon energy: 0.050 eV
Virtual-hop time hbar/U: 1.10 fs
Phonon period: 82.7 fs
Vertical cost U+2*relaxation: 0.80 eV
Gap at rigid vertical cost: 0.004475 eV
Gap with lattice relaxation: 0.004543 eV
Input site offset from disorder: 0.10 eV
Gap with site offset: 0.006106 eV
Input lateral field: 0.10 MV/cm
Site offset from lateral field: 0.0077 eV
Gap with lateral field: 0.005942 eV
Direct exchange K that closes gap: 0.002971 eV
Gap with V, relaxation and disorder: 0.007256 eV
Combined gap as temperature: 84.2 K
Ratio combined gap to model gap: 1.221
Input defect density: 1.0e+12 cm^-2
Chance of neighbour within spacing: 1.85 %
all assertions hold
```
